\section*{LS–jj transformation and intermediate coupling for two electrons, part 1}

(Sections cited here and not found follow in the second part.)

\section{The $LS$--$jj$ transformation for two electrons}

\subsection{Definitions and conventions}

Two electrons occupy central-field orbitals $P_{nl}(r)Y_{lm}\chi_{m_s}/r$ with orbital angular momenta $l_1,l_2$ and spin $\tfrac12$. The units are Rydberg atomic units, $\hbar=1$, $e^2=2$, $m=\tfrac12$, $c=2/\alpha$, and $[x]=2x+1$. Phases are those of Condon and Shortley: $J_\pm|jm\rangle=\sqrt{(j\mp m)(j\pm m+1)}\,|j,m\pm1\rangle$, and the coupled state $|(j_1j_2)JM\rangle=\sum\langle j_1m_1j_2m_2|JM\rangle|j_1m_1\rangle|j_2m_2\rangle$ is fixed by $J_+|JJ\rangle=0$, by $\langle j_1j_1\,j_2\,J{-}j_1|JJ\rangle>0$, and by lowering with $J_-$. All Clebsch--Gordan coefficients are then real. The two bases are
\begin{align}
|LS\rangle&=|(l_1l_2)L,(\tfrac12\tfrac12)S;JM\rangle, &
|jj\rangle&=|(l_1\tfrac12)j_1,(l_2\tfrac12)j_2;JM\rangle,
\label{bases}
\end{align}
with the couplings in the order written; another order can change the signs of some elements of the transformation. The radial function $P_{nl}$ is assumed to be the same for $j=l+\tfrac12$ and $j=l-\tfrac12$, so that both bases span the same space. The object sought is $T_{j_1j_2,LS}=\langle jj|LS\rangle$. It vanishes between different $J$ or $M$, since both states are eigenstates of $\mathbf J^2$ and $J_z$. It does not depend on $M$: with $N^2=(J+M)(J-M+1)$,
\begin{equation}
\langle\alpha J,M{-}1|\beta J,M{-}1\rangle=N^{-2}\langle\alpha JM|J_+J_-|\beta JM\rangle=\langle\alpha JM|\beta JM\rangle ,
\label{Mind}
\end{equation}
because $J_+J_-|\beta JM\rangle=N^2|\beta JM\rangle$. For each $J$, $T$ connects two orthonormal bases with real coefficients and is therefore an orthogonal matrix.

\subsection{Symmetries of the coupling coefficients}

Write $\eta=(-1)^{j_1+j_2-J}$. The condition $J_+|JJ\rangle=0$ links the coefficients of $(m_1,m_2)$ and $(m_1{+}1,m_2{-}1)$ by a relation $pc+p'c'=0$ with $p,p'>0$, so their signs alternate. Going from $m_1=j_1$ to $m_2=j_2$ (where $m_1=J-j_2$) takes $j_1+j_2-J$ steps, so the coefficient with $m_2=j_2$ has sign $\eta$. The state coupled in the order $(j_2j_1)$ solves the same equations but has this coefficient positive, and lowering treats both alike. Hence
\begin{equation}
\langle j_2m_2j_1m_1|JM\rangle=\eta\,\langle j_1m_1j_2m_2|JM\rangle .
\label{exch}
\end{equation}
The map $|jm\rangle\to|j,-m\rangle$ on both factors interchanges $J_+$ and $J_-$, whose matrix elements go into each other, so it sends $|JM\rangle$ to $\pm|J,-M\rangle$ with one sign for all $M$. To find the sign, note that the $m_1=j_1$ component of $J_-|JM\rangle$ comes only from $J_{2-}$ acting on the $m_1=j_1$ component, so all coefficients with $m_1=j_1$ are positive, among them the one with $m_2=-j_2$. By the same argument with $J_+$, all coefficients with $m_2=-j_2$ share one sign, which is therefore positive. The map takes the $m_2=j_2$, $M=J$ coefficient (sign $\eta$) to the $m_2=-j_2$, $M=-J$ coefficient (positive), so
\begin{equation}
\langle j_1,{-m_1},j_2,{-m_2}|J,{-M}\rangle=\eta\,\langle j_1m_1j_2m_2|JM\rangle .
\label{rev}
\end{equation}
The $3j$ symbol is defined by
\begin{equation}
\langle a\,m_a\,b\,m_b|c\,m_c\rangle=(-1)^{a-b+m_c}\sqrt{[c]}\begin{pmatrix}a&b&c\\ m_a&m_b&-m_c\end{pmatrix}.
\label{3j}
\end{equation}
In what follows a triad $(a,b,c)$ has $a+b+c$ integer, so $(-1)^{2a+2b}=(-1)^{2c}$, and $(-1)^{2m}=(-1)^{2j}$. Interchanging the first two columns gives $(-1)^{a+b-c}$ from \eqref{exch} and $(-1)^{2(a-b)}=(-1)^{2c}$ from the prefactor in \eqref{3j}, together $(-1)^{a+b+c}$. Reversing all $m$ gives $(-1)^{a+b-c}$ from \eqref{rev} and $(-1)^{2m_c}$ from the prefactor, again $(-1)^{a+b+c}$.

For cyclic permutations one needs $\langle c\,m\,c,{-m}|00\rangle=(-1)^{c-m}/\sqrt{[c]}$, which follows from the alternation rule because $p=p'$ in this case. The normalized $J=0$ state of $a\otimes b\otimes c$ is unique up to sign and has components $\langle am_abm_b|c,-m_c\rangle(-1)^{c+m_c}/\sqrt{[c]}$. These differ from the $3j$ symbol with lower row $(m_a,m_b,m_c)$ by $(-1)^{a-b-c-2m_c}$, which does not depend on the $m$'s. The symbols with upper rows $(a,b,c)$ and $(b,c,a)$ are thus components of the same state and agree up to one overall sign. Take $m_a=a$, $m_c=-c$, $m_b=c-a$. The first has a positive Clebsch--Gordan coefficient ($m_1=j_1$) and prefactor $(-1)^{a-b+c}$; the second has a positive coefficient ($m_2=-j_2$) and prefactor $(-1)^{b-c-a}$. The two signs are equal. Even permutations of columns leave a $3j$ symbol unchanged, and odd ones multiply it by $(-1)^{a+b+c}$.

\subsection{The $9j$ symbol}

Set $a=l_1$, $b=\tfrac12$, $c=j_1$, $d=l_2$, $e=\tfrac12$, $f=j_2$, $g=L$, $h=S$, $i=J$. Expanding both states \eqref{bases} in the product basis and averaging over $M$, which \eqref{Mind} allows,
\begin{align}
T=\frac1{[i]}\sum_{\text{all }m}&\langle am_abm_b|cm_c\rangle\langle dm_dem_e|fm_f\rangle\langle cm_cfm_f|iM\rangle\nonumber\\
\times{}&\langle am_adm_d|gm_g\rangle\langle bm_bem_e|hm_h\rangle\langle gm_ghm_h|iM\rangle .
\label{sixCG}
\end{align}
Insert \eqref{3j}. The square roots give $\sqrt{[c][f][g][h]}\,[i]$, and $[i]$ cancels. The projection $m_c$ appears as $-m_c$ in the first symbol and as $+m_c$ in the third; reversing all signs in the third and sixth symbols makes each of $m_c,m_f,m_g,m_h$ appear with the same sign in both places and costs $(-1)^{(c+f+i)+(g+h+i)}$. The total exponent is
\begin{align}
&(a-b+m_c)+(d-e+m_f)+(c-f+M)+(a-d+m_g)+(b-e+m_h)\nonumber\\
&\quad+(g-h+M)+(c+f+i)+(g+h+i)=2(a+c)+2(g+i)-2e+4M,
\end{align}
where $m_c+m_f=m_g+m_h=M$ was used. Now $4M$ is even, $2(a+c)$ has the parity of $2b$ and $2(g+i)$ that of $2h$, and $2(b+h-e)$ is even. The phase is $+1$. Renaming $-m_c\to m_c$ and likewise for $f,g,h$, and defining
\begin{align}
\begin{Bmatrix}a&b&c\\ d&e&f\\ g&h&i\end{Bmatrix}=\sum_{\text{all }m}
&\begin{pmatrix}a&b&c\\ m_a&m_b&m_c\end{pmatrix}
\begin{pmatrix}d&e&f\\ m_d&m_e&m_f\end{pmatrix}
\begin{pmatrix}g&h&i\\ m_g&m_h&m_i\end{pmatrix}\nonumber\\
\times{}&\begin{pmatrix}a&d&g\\ m_a&m_d&m_g\end{pmatrix}
\begin{pmatrix}b&e&h\\ m_b&m_e&m_h\end{pmatrix}
\begin{pmatrix}c&f&i\\ m_c&m_f&m_i\end{pmatrix},
\label{9jdef}
\end{align}
one obtains the transformation
\begin{equation}
T_{j_1j_2,LS}=\sqrt{[j_1][j_2][L][S]}\begin{Bmatrix}l_1&\tfrac12&j_1\\ l_2&\tfrac12&j_2\\ L&S&J\end{Bmatrix}.
\label{main}
\end{equation}
Each row and each column of the symbol is a triad. Interchanging two rows only reorders the three row factors in \eqref{9jdef} but permutes two columns in each of the other three, so the symbol is multiplied by $(-1)$ raised to the sum of all nine entries.

\subsection{Reduction to $6j$ symbols}

The $6j$ symbol is defined through the recoupling of three angular momenta,
\begin{equation}
\langle(ab)x,c;J|a,(bc)y;J\rangle=(-1)^{a+b+c+J}\sqrt{[x][y]}\begin{Bmatrix}a&b&x\\ c&J&y\end{Bmatrix}.
\label{6jdef}
\end{equation}
Two symmetries are used. First, \eqref{exch} gives $|(ab)x,c;J\rangle=(-1)^{(a+b-x)+(x+c-J)}|c,(ba)x;J\rangle$ and $|a,(bc)y;J\rangle=(-1)^{(b+c-y)+(a+y-J)}|(cb)y,a;J\rangle$. The exponents add to the even number $2(a+b+c-J)$, so
\begin{equation}
\begin{Bmatrix}a&b&x\\ c&J&y\end{Bmatrix}=\begin{Bmatrix}c&b&y\\ a&J&x\end{Bmatrix}.
\label{6jsym}
\end{equation}
Second, the columns may be permuted. The left side of \eqref{6jdef} is $[J]^{-1}\sum\langle ab|x\rangle\langle xc|J\rangle\langle bc|y\rangle\langle ay|J\rangle$, projections understood. Insert \eqref{3j}, reverse the signs in the first symbol, permute the second cyclically and reverse its signs, and interchange two columns in the third and in the fourth; these operations cost $(-1)^{2\Sigma}$ with $\Sigma=a+b+c+x+y+J$. With $(j_1,\dots,j_6)=(a,b,x,c,J,y)$ and $(m_1,\dots,m_6)=(m_a,m_b,-m_x,m_c,M,m_y)$ the $6j$ symbol becomes
\begin{align}
\sum(-1)^{\sum_k(j_k-m_k)}
&\begin{pmatrix}j_1&j_2&j_3\\ -m_1&-m_2&-m_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\ m_1&-m_5&m_6\end{pmatrix}\nonumber\\
\times{}&\begin{pmatrix}j_4&j_2&j_6\\ m_4&m_2&-m_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\ -m_4&m_5&m_3\end{pmatrix}.
\label{four3j}
\end{align}
The phase is checked as follows. The collected exponent is $(2a-2c+x-y+m_x+m_y+2M)-(a+b+c+J)+2\Sigma$, the one written in \eqref{four3j} is $\Sigma-m_c-M-m_y$ because $m_x=m_a+m_b$, and their difference, with $m_x+m_c=M$, is $2(x-c)+2(a+m_y)+4M$; the first two terms each have the parity of $2J$, so the difference is even. Interchanging columns 1 and 2 of the $6j$ symbol, or columns 2 and 3, turns \eqref{four3j} into the same four symbols, each with two columns interchanged and with $m_4,m_5,m_6$ reversed. Undoing the interchanges costs $(-1)^{2\sum_kj_k}$ and renaming the three projections costs $(-1)^{2(j_4+j_5+j_6)}$; the product is $(-1)^{2(j_1+j_2+j_3)}=+1$. Combined with \eqref{6jsym}, upper and lower entries may be interchanged in any two columns.

Now recouple each basis state so that $a$ stands alone:
\begin{align}
\langle(ab)c,f;i|a,(bf)x;i\rangle&=(-1)^{a+b+f+i}\sqrt{[c][x]}\begin{Bmatrix}a&b&c\\ f&i&x\end{Bmatrix},\\
\langle(ad)g,h;i|a,(dh)x;i\rangle&=(-1)^{a+d+h+i}\sqrt{[g][x]}\begin{Bmatrix}a&d&g\\ h&i&x\end{Bmatrix}.
\end{align}
What remains is the overlap of $|b,(de)f;x\rangle$ with $|d,(be)h;x\rangle$, diagonal in $x$ and independent of its projection by \eqref{Mind}. By \eqref{exch} these states are $(-1)^{b+f-x}|(de)f,b;x\rangle$ and $(-1)^{b+e-h}|d,(eb)h;x\rangle$, whose overlap is \eqref{6jdef} with phase $(-1)^{d+e+b+x}$ and factor $\sqrt{[f][h]}$. The five exponents add to $2(a+i)+4b+2(d+e+f)$, which has the parity of $2x$. Dividing by $\sqrt{[c][f][g][h]}$,
\begin{equation}
\begin{Bmatrix}a&b&c\\ d&e&f\\ g&h&i\end{Bmatrix}=\sum_x(-1)^{2x}[x]
\begin{Bmatrix}a&d&g\\ h&i&x\end{Bmatrix}
\begin{Bmatrix}d&e&f\\ b&x&h\end{Bmatrix}
\begin{Bmatrix}a&b&c\\ f&i&x\end{Bmatrix}.
\label{three6j}
\end{equation}
The symmetries above allow the last two factors to be written with rows $(b,e,h;\,d,x,f)$ and $(c,f,i;\,x,a,b)$, the arrangement used in the program. Since $x$ couples $b=\tfrac12$ to $f=j_2$, the sum has at most the two terms $x=j_2\pm\tfrac12$, both integer.

\subsection{Antisymmetry}

Let $P$ exchange the electrons. If they occupy different shells $n_1l_1\neq n_2l_2$, the physical states are $(1-P)\psi/\sqrt2$ in both bases. Their overlap is $\langle\psi|\phi\rangle-\langle\psi|P\phi\rangle$, and the second term vanishes because $P\phi$ has electron 1 in the other shell. Equation \eqref{main} holds unchanged.

For equivalent electrons, $(nl)^2$, equation \eqref{exch} gives
\begin{align}
P|LS\rangle&=(-1)^{(2l-L)+(1-S)}|LS\rangle=-(-1)^{L+S}|LS\rangle,\\
P|j_1j_2J\rangle&=(-1)^{j_1+j_2-J}|j_2j_1J\rangle .
\end{align}
Only terms with $L+S$ even are allowed, and they are antisymmetric and normalized as they stand. For $j_1=j_2=j$ the factor is $(-1)^{2j-J}=-(-1)^J$, so only even $J$ is allowed, again with no change of norm. For $j_1\ne j_2$ the states $|j_1j_2J\rangle$ and $|j_2j_1J\rangle$ are orthogonal, there is one antisymmetric combination $(1-P)|j_1j_2J\rangle/\sqrt2$ (taken with $j_1<j_2$), and
\begin{equation}
\langle j_1j_2J|\frac{1-P}{\sqrt2}|LS\rangle=\frac{1+(-1)^{L+S}}{\sqrt2}\,T_{j_1j_2,LS}.
\label{sqrt2}
\end{equation}
For allowed terms \eqref{main} gains a factor $\sqrt2$ when $j_1\neq j_2$.

\subsection{The configuration $sp$}

For $l_1=0$, $l_2=l$ one has $L=l$, $j_1=\tfrac12$, $j_2=j$, and $x=J$ in \eqref{three6j}. With $a=0$ the left side of \eqref{6jdef} equals 1, so the $6j$ symbol with rows $(0,b,b;\,c,J,J)$ is $(-1)^{b+c+J}/\sqrt{[b][J]}$. The first and third factors of \eqref{three6j} are $(-1)^{l+S+J}/\sqrt{[l][J]}$ and $(-1)^{1/2+j+J}/\sqrt{2[J]}$. With $J$ integer, and \eqref{6jsym} for the middle factor, \eqref{main} becomes
\begin{equation}
T=(-1)^{l+S+j+1/2}\sqrt{[j][S]}\begin{Bmatrix}\tfrac12&\tfrac12&S\\ l&J&j\end{Bmatrix}.
\end{equation}
The entries are found most directly from states of one $M$. Let $\mathsf a=\sqrt{2/3}$, $\mathsf b=\sqrt{1/3}$. Lowering $|1{\uparrow}\rangle$, and solving $J_+\psi=0$ for $j=\tfrac12$, gives the $p$ spin-orbitals
\begin{align}
q_{3/2}&=|1{\uparrow}\rangle,& q_{1/2}&=\mathsf b|1{\downarrow}\rangle+\mathsf a|0{\uparrow}\rangle &&(j=\tfrac32),\nonumber\\
p_+&=\mathsf a|1{\downarrow}\rangle-\mathsf b|0{\uparrow}\rangle,& p_-&=\mathsf b|0{\downarrow}\rangle-\mathsf a|{-1}{\uparrow}\rangle &&(j=\tfrac12).
\label{spinors}
\end{align}
The same rule gives $|(11)11\rangle=(|1,0\rangle-|0,1\rangle)/\sqrt2$ and $|(\tfrac12\tfrac32)11\rangle=\tfrac12|\tfrac12,\tfrac12\rangle-\tfrac{\sqrt3}2|{-\tfrac12},\tfrac32\rangle$. Write $|m;\sigma_1\sigma_2\rangle$ with $m$ the projection of the $p$ electron and $\sigma_1$ the spin of the $s$ electron, and $t_0,s_0=({\uparrow\downarrow}\pm{\downarrow\uparrow})/\sqrt2$. For $J=M=1$,
\begin{align}
{}^3P_1&=\tfrac12|1;{\uparrow\downarrow}\rangle+\tfrac12|1;{\downarrow\uparrow}\rangle-\tfrac1{\sqrt2}|0;{\uparrow\uparrow}\rangle, &
{}^1P_1&=|1;s_0\rangle,\nonumber\\
(\tfrac12\tfrac12)_1&=\mathsf a|1;{\uparrow\downarrow}\rangle-\mathsf b|0;{\uparrow\uparrow}\rangle, &
(\tfrac12\tfrac32)_1&=\tfrac{\mathsf b}2|1;{\uparrow\downarrow}\rangle+\tfrac{\mathsf a}2|0;{\uparrow\uparrow}\rangle-\tfrac{\sqrt3}2|1;{\downarrow\uparrow}\rangle .
\end{align}
The overlaps of $(\tfrac12\tfrac12)_1$ are $\mathsf a/2+\mathsf b/\sqrt2=\mathsf a$ with the triplet and $\mathsf a/\sqrt2=\mathsf b$ with the singlet. Those of $(\tfrac12\tfrac32)_1$ are $\mathsf b/4-\sqrt3/4-\mathsf a/(2\sqrt2)=\mathsf b(\tfrac14-\tfrac34-\tfrac12)=-\mathsf b$ and $(\mathsf b+\sqrt3)/(2\sqrt2)=4\mathsf b/(2\sqrt2)=\mathsf a$. For $J=0$, $({\uparrow}p_--{\downarrow}p_+)/\sqrt2=-\mathsf b\,(|1;{\downarrow\downarrow}\rangle-|0;t_0\rangle+|{-1};{\uparrow\uparrow}\rangle)=-{}^3P_0$. For $J=M=2$ both states are $|1;{\uparrow\uparrow}\rangle$. With rows $(\tfrac12\tfrac12),(\tfrac12\tfrac32)$ and columns ${}^3P,{}^1P$,
\begin{equation}
T^{sp}_{0}=-1,\qquad T^{sp}_{1}=\begin{pmatrix}\mathsf a&\mathsf b\\ -\mathsf b&\mathsf a\end{pmatrix},\qquad T^{sp}_{2}=+1 .
\label{Tsp}
\end{equation}
As a check on \eqref{main}, the $9j$ symbol for $(\tfrac12\tfrac12)$, ${}^3P_1$ is $0.136083$ and $\sqrt{2\cdot2\cdot3\cdot3}=6$, which gives $0.8165=\mathsf a$.

The $LS$--$jj$ transformation has been expressed through a $9j$ symbol and reduced to $6j$ symbols, with the factor $\sqrt2$ for equivalent electrons with $j_1\neq j_2$, and its matrices have been found for $sp$. What remains is the configuration $p^2$, the levels and $g$ factors in intermediate coupling, the limits of validity, and a worked example.
